# Odd Rotational Levels and the Symmetry Factor of Oxygen-16 Molecules: a numerical check

```python
# Result under test: in the 3Sigma_g^- ground term of O2 with two spin-0 nuclei
# only odd N (angular momentum without electron spin) is allowed, and therefore
# q_odd = (q_all - D)/2 -> q_all/2, with D exponentially small at high T.
# c     : sign of the electronic function under a half-turn across the bond
# theta : rotational temperature hbar^2/(2 I k);  x = theta/T
# q_all, q_odd : rotational sums over all N and over odd N, energy zero at N=0
# D     : sum over N of (-1)^N (2N+1) exp(-x N(N+1))
# mu_O  : half the chemical potential of O2, from the energy with zero-point part
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, scf, dft
from pyscf.dft import numint

k, h, hbar, u = sc.k, sc.h, sc.hbar, sc.atomic_mass
R, eV = sc.R, sc.e


def oxygen(r):
    return gto.M(atom=[["O", (0, 0, -r / 2)], ["O", (0, 0, r / 2)]],
                 basis="def2-svp", spin=2, verbose=0)


# ---------- electronic signs from computed orbitals ----------
mol = oxygen(1.21)
hf = scf.ROHF(mol)
hf.conv_tol = 1e-11
hf.kernel()
assert hf.converged
grid = dft.gen_grid.Grids(mol)
grid.level = 4
grid.build()
xyz, w = grid.coords, grid.weights
ao = numint.eval_ao(mol, xyz)


def axis_sorted(coeff):
    """Rotate orbitals so that x^2-y^2 is diagonal: y-type first, x-type last."""
    f = ao @ coeff
    m = f.T @ (f * (w * (xyz[:, 0]**2 - xyz[:, 1]**2))[:, None])
    return coeff @ np.linalg.eigh((m + m.T) / 2)[1]


closed = axis_sorted(hf.mo_coeff[:, hf.mo_occ == 2])
opened = axis_sorted(hf.mo_coeff[:, hf.mo_occ == 1])
gy, gx = opened[:, :1], opened[:, 1:]
half_turn = np.array([1, -1, -1])
inversion = np.array([-1, -1, -1])
reflection = np.array([-1, 1, 1])
moved_ao = {tuple(op): numint.eval_ao(mol, np.ascontiguousarray(xyz * op))
            for op in (half_turn, inversion, reflection)}


def det_sign(alpha, beta, op):
    """Expectation value of a spatial operation in a Slater determinant."""
    value = 1.0
    for orbs in (alpha, beta):
        f, g = ao @ orbs, moved_ao[tuple(op)] @ orbs
        value *= np.linalg.det(f.T @ (g * w[:, None]))
    return value


up = np.hstack([closed, gx, gy])
ground = [det_sign(up, closed, op) for op in (half_turn, inversion, reflection)]
assert np.allclose(ground, [-1, 1, -1], atol=2e-3)
orb_x = det_sign(gx, gx[:, :0], half_turn)
orb_y = det_sign(gy, gy[:, :0], half_turn)
assert abs(orb_x + 1) < 2e-3 and abs(orb_y - 1) < 2e-3
ax, ay = np.hstack([closed, gx]), np.hstack([closed, gy])
c_xx, c_yy = det_sign(ax, ax, half_turn), det_sign(ay, ay, half_turn)
c_xy = det_sign(ax, ay, half_turn)
assert np.allclose([c_xx, c_yy, c_xy], [1, 1, -1], atol=2e-3)
# Triplet Sigma_u^-: sum of the excitations pi_u,x->pi_g,x and pi_u,y->pi_g,y
beta_x = np.hstack([closed[:, :-1], gx])
beta_y = np.hstack([closed[:, 1:], gy])
excited = []
for op in (half_turn, inversion, reflection):
    pair = [det_sign(up, b, op) for b in (beta_x, beta_y)]
    assert abs(pair[0] - pair[1]) < 2e-3
    excited.append(np.mean(pair))
assert np.allclose(excited, [1, -1, -1], atol=2e-3)

# ---------- allowed rotor levels from a finite-difference rotor ----------
n = 600
step = np.pi / n
s_mid = np.sin((np.arange(n) + 0.5) * step)
s_edge = np.sin(np.arange(n + 1) * step)
allowed = {}
for M in (0, 1, 2):
    diag = (s_edge[1:] + s_edge[:-1]) / (step**2 * s_mid) + M**2 / s_mid**2
    off = -s_edge[1:-1] / (step**2 * np.sqrt(s_mid[1:] * s_mid[:-1]))
    val, vec = eigh_tridiagonal(diag, off, select="i", select_range=(0, 5))
    parity = np.array([v @ v[::-1] for v in vec.T]) * (-1)**M
    allowed[M] = val[parity * ground[0] > 0][:3]
    expected = [N * (N + 1) for N in range(1, 12, 2) if N >= M][:3]
    assert np.allclose(allowed[M], expected, atol=0.05), (M, allowed[M])

# Coupling even in the bond direction joins N to N+2 but not to N+1
z, wz = np.polynomial.legendre.leggauss(20)
P = [np.polynomial.legendre.Legendre.basis(N)(z) for N in range(4)]
assert abs(np.sum(wz * z**2 * P[1] * P[2])) < 1e-13
assert abs(np.sum(wz * z**2 * P[1] * P[3])) > 0.05
# Spin-spin operator S_z^2 - S^2/3 has zero trace in the triplet
Sx = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]]) / np.sqrt(2)
Sy = np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]]) / np.sqrt(2)
Sz = np.diag([1, 0, -1])
S2 = Sx @ Sx + Sy @ Sy + Sz @ Sz
assert abs(np.trace(Sz @ Sz - S2 / 3)) < 1e-12

# ---------- alternating sum against its Poisson-transformed form ----------
mp.mp.dps = 60


def D_direct(x):
    return mp.fsum((-1)**N * (2*N + 1) * mp.exp(-x*N*(N + 1)) for N in range(400))


def D_dual(x, terms=8):
    tail = mp.fsum((-1)**j * (2*j + 1) * mp.exp(-(2*j + 1)**2 * mp.pi**2 / (4*x))
                   for j in range(terms))
    return mp.exp(x / 4) * (mp.pi / x)**mp.mpf(1.5) * tail


for x in (mp.mpf("0.05"), mp.mpf("0.5"), mp.mpf(2)):
    assert abs(D_direct(x) / D_dual(x) - 1) < mp.mpf(10)**-20

# ---------- bond length and vibration from a PBE energy curve ----------
lengths = np.array([1.14, 1.18, 1.22, 1.26, 1.30])
energies, dm = [], None
for r in lengths:
    ks = dft.UKS(oxygen(r))
    ks.xc = "pbe"
    ks.grids.level = 4
    ks.conv_tol = 1e-10
    energies.append(ks.kernel(dm0=dm))
    assert ks.converged
    dm = ks.make_rdm1()
curve = np.polynomial.Polynomial(np.polyfit(lengths - 1.22, energies, 4)[::-1])
shift = brentq(curve.deriv(), -0.07, 0.07)
r_e = 1.22 + shift
hartree = sc.physical_constants["Hartree energy"][0]
force = curve.deriv(2)(shift) * hartree / 1e-20
m16, m18 = 15.9949 * u, 17.9992 * u


def rot_temperature(ma, mb):
    inertia = ma * mb / (ma + mb) * (r_e * 1e-10)**2
    return hbar**2 / (2 * inertia * k)


theta = rot_temperature(m16, m16)
omega = np.sqrt(force / (m16 / 2))
theta_v = hbar * omega / k

# ---------- rotational sums ----------
N_all = np.arange(0, 600)
N_odd = N_all[1::2]


def q_rot(T, N, th=theta):
    return np.sum((2*N + 1) * np.exp(-th * N * (N + 1) / T))


x = 0.05
assert abs(q_rot(1/x, N_all, 1.0) - (1/x + 1/3 + x/15)) < 1e-4
for T in (2.0, 5.0, 10.0):
    predicted = (q_rot(T, N_all) - float(D_dual(mp.mpf(theta / T)))) / 2
    assert abs(q_rot(T, N_odd) / predicted - 1) < 1e-10


def entropy_energy(T, N):
    """Rotational S/k and U/(kT) from the Boltzmann probabilities."""
    e = theta * N * (N + 1) / T
    p = np.exp(-e) / q_rot(T, N)
    logp = -e - np.log(q_rot(T, N))
    return -np.sum((2*N + 1) * p * logp), np.sum((2*N + 1) * p * e)


S_all, U_all = entropy_energy(300.0, N_all)
S_odd, U_odd = entropy_energy(300.0, N_odd)
assert abs(S_all - S_odd - np.log(2)) < 1e-9 and abs(U_all - U_odd) < 1e-9


# ---------- chemical potential ----------
def mu_O(T, p, N):
    trans = (2 * np.pi * 2 * m16 * k * T / h**2)**1.5 * k * T / p
    vib = 1 / (1 - np.exp(-theta_v / T))
    return -0.5 * k * T * np.log(trans * 3 * q_rot(T, N) * vib) / eV


bar, T0, T1 = 1e5, 298.15, 1000.0


def entropy_numeric(N):
    d = 0.05
    slope = (mu_O(T0 + d, bar, N) - mu_O(T0 - d, bar, N)) / (2 * d)
    return -2 * slope * eV * sc.N_A


S_num_odd, S_num_all = entropy_numeric(N_odd), entropy_numeric(N_all)
y = theta_v / T0
S_trans = R * (np.log((2*np.pi*2*m16*k*T0/h**2)**1.5 * k*T0/bar) + 2.5)
S_rot = R * (np.log(T0 / (2 * theta)) + 1)
S_vib = R * (y / np.expm1(y) - np.log(-np.expm1(-y)))
S_spin = R * np.log(3)
S_formula = S_trans + S_rot + S_vib + S_spin
assert abs(S_num_odd - S_formula) < 0.01
mu_odd, mu_all = mu_O(T1, bar, N_odd), mu_O(T1, bar, N_all)
gain = 0.5 * k * T1 * np.log(2) / eV
assert abs(mu_odd - mu_all - gain) < 1e-9
logp = brentq(lambda t: mu_O(T1, np.exp(t) * bar, N_all) - mu_odd, -5, 5,
              xtol=1e-13)
pressure_ratio = np.exp(logp)
assert abs(pressure_ratio - 2) < 1e-8
theta_mixed = rot_temperature(m16, m18)
isotope_ratio = q_rot(300.0, N_all, theta_mixed) / q_rot(300.0, N_odd)
mass_ratio = theta / theta_mixed
assert abs(isotope_ratio / (2 * mass_ratio) - 1) < 1e-3

# ---------- numbers for the text ----------
print("Signs: half-turn, inversion, reflection (ROHF/def2-SVP, r = 1.21 angstrom)")
print("  triplet Sigma_g^- ground term :", " ".join(f"{v:+.4f}" for v in ground))
print("  triplet Sigma_u^- excited term:", " ".join(f"{v:+.4f}" for v in excited))
print(f"Half-turn sign of pi_g x, pi_g y orbital: {orb_x:+.4f} {orb_y:+.4f}")
print(f"Half-turn sign of xx, yy, xy products: {c_xx:+.4f} {c_yy:+.4f} {c_xy:+.4f}")
for M in allowed:
    print(f"Allowed rotor levels E/(k theta), M={M}:",
          " ".join(f"{v:.3f}" for v in allowed[M]))
print(f"Mass of 16O, 18O (input): {m16/u:.4f} {m18/u:.4f} u")
print(f"PBE/def2-SVP bond length: {r_e:.4f} angstrom")
print(f"PBE/def2-SVP harmonic wavenumber: {omega/(2*np.pi*sc.c*100):.1f} cm^-1")
print(f"Rotational temperature theta: {theta:.4f} K")
print(f"Vibrational temperature: {theta_v:.1f} K")
print(f"Lowest allowed level 2 k theta: {2*k*theta/eV*1e3:.4f} meV per O2")
print(f"  the same per O atom: {k*theta/eV*1e3:.4f} meV")
print("T (K), q_all, q_odd, q_all/q_odd, T/(2 theta)")
for T in (1.0, 2.0, 5.0, 10.0, 20.0, 300.0, 1000.0):
    qa, qo = q_rot(T, N_all), q_rot(T, N_odd)
    print(f"  {T:6.0f} {qa:10.5f} {qo:10.5f} {qa/qo:12.8f} {T/(2*theta):10.5f}")
rel = D_dual(mp.mpf(theta / 300)) / mp.mpf(q_rot(300.0, N_all))
print(f"log10 of D/q_all at 300 K: {float(mp.log10(rel)):.1f}")
print(f"Rotational S/k at 300 K, all N and odd N: {S_all:.6f} {S_odd:.6f}")
print(f"  difference: {S_all-S_odd:.6f}; ln 2: {np.log(2):.6f}")
print(f"Rotational U/(kT) at 300 K, all N and odd N: {U_all:.6f} {U_odd:.6f}")
print("Entropy of O2 at 298.15 K, 1 bar, in J/(mol K):")
print(f"  translation {S_trans:.3f}, rotation {S_rot:.3f}")
print(f"  vibration {S_vib:.3f}, electron spin {S_spin:.3f}")
print(f"  sum of parts {S_formula:.3f}, from -dmu/dT {S_num_odd:.3f}")
print(f"  with all N wrongly allowed {S_num_all:.3f}")
print(f"mu_O at 1000 K, 1 bar, odd N: {mu_odd:.5f} eV")
print(f"mu_O at 1000 K, 1 bar, all N: {mu_all:.5f} eV")
print(f"(1/2) kT ln 2 at 1000 K: {gain:.5f} eV")
print(f"Pressure ratio, all N / odd N, at equal mu_O: {pressure_ratio:.6f}")
print(f"q(16O18O)/q(16O2) at 300 K: {isotope_ratio:.5f}")
print(f"  reduced-mass ratio: {mass_ratio:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Signs: half-turn, inversion, reflection (ROHF/def2-SVP, r = 1.21 angstrom)
  triplet Sigma_g^- ground term : -1.0000 +1.0000 -1.0000
  triplet Sigma_u^- excited term: +1.0000 -1.0000 -1.0000
Half-turn sign of pi_g x, pi_g y orbital: -1.0000 +1.0000
Half-turn sign of xx, yy, xy products: +1.0000 +1.0000 -1.0000
Allowed rotor levels E/(k theta), M=0: 2.000 12.000 29.998
Allowed rotor levels E/(k theta), M=1: 2.000 12.000 29.998
Allowed rotor levels E/(k theta), M=2: 12.000 29.999 55.996
Mass of 16O, 18O (input): 15.9949 17.9992 u
PBE/def2-SVP bond length: 1.2136 angstrom
PBE/def2-SVP harmonic wavenumber: 1611.1 cm^-1
Rotational temperature theta: 2.0591 K
Vibrational temperature: 2318.1 K
Lowest allowed level 2 k theta: 0.3549 meV per O2
  the same per O atom: 0.1774 meV
T (K), q_all, q_odd, q_all/q_odd, T/(2 theta)
       1    1.04884    0.04882  21.48370985    0.24282
       2    1.39311    0.38273   3.63991188    0.48565
       5    2.79144    1.36653   2.04272803    1.21412
      10    5.20410    2.60185   2.00015073    2.42823
      20   10.05327    5.02663   2.00000000    4.85647
     300  146.02778   73.01389   2.00000000   72.84699
    1000  485.98010  242.99005   2.00000000  242.82332
log10 of D/q_all at 300 K: -154.3
Rotational S/k at 300 K, all N and odd N: 5.981508 5.288361
  difference: 0.693147; ln 2: 0.693147
Rotational U/(kT) at 300 K, all N and odd N: 0.997711 0.997711
Entropy of O2 at 298.15 K, 1 bar, in J/(mol K):
  translation 152.075, rotation 43.918
  vibration 0.031, electron spin 9.134
  sum of parts 205.158, from -dmu/dT 205.158
  with all N wrongly allowed 210.922
mu_O at 1000 K, 1 bar, odd N: -1.09919 eV
mu_O at 1000 K, 1 bar, all N: -1.12905 eV
(1/2) kT ln 2 at 1000 K: 0.02987 eV
Pressure ratio, all N / odd N, at equal mu_O: 2.000000
q(16O18O)/q(16O2) at 300 K: 2.11765
  reduced-mass ratio: 1.05896
ALL CHECKS PASSED
```
